# The mean-field Peierls transition of a chain: soft phonon and gap, part 1

(Sections cited here and not found follow in the second part.)

A chain of \(N\) sites has lattice constant 1, and \(\hbar=k_B=1\) until part (h). Spin-½ electrons occupy the band \(\varepsilon_k=-2t\cos k\) at fixed density \(\bar n=2k_F/\pi\). Each site carries an oscillator coordinate \(u_j\):
\[
H=\sum_{k\sigma}\varepsilon_k c^\dagger_{k\sigma}c_{k\sigma}+\sum_j\Big(\frac{p_j^2}{2M}+\frac{K u_j^2}{2}\Big)+\alpha\sum_j u_j\,(n_j-\bar n).
\]
Define \(\omega_0^2=K/M\), \(U=\alpha^2/K\), \(Q=2k_F\), the Fermi velocity \(v=2t\sin k_F\), and the density of states per site \(D=2/(\pi v)\), which counts two spins and two Fermi points, each giving \(1/(2\pi v)\). The Fermi function is \(f(\xi)=\tfrac12[1-\tanh(\xi/2T)]\). The \(u_j\) are classical fields without fluctuations (mean field), the electrons do not interact directly, and all temperatures and gaps are small compared with the distance of \(\mu\) from the band edges. Until part (g), \(Q\neq\pi\) and \(T\ll t|\cos k_F|\).

## (a) Find the phonon frequency \(\omega_q\) when the electrons follow the lattice adiabatically.

**Solution.** The electrons feel \(V_j=\alpha u_j=\sum_q V_q e^{iqj}\), with \(V_{-q}=V_q^*\) and \(\langle k+q|V|k\rangle=V_q\). To first order \(|k\rangle\) acquires \(\sum_q V_q|k+q\rangle/(\varepsilon_k-\varepsilon_{k+q})\), so its density changes by \(N^{-1}\sum_q V_qe^{iqj}/(\varepsilon_k-\varepsilon_{k+q})+\text{c.c.}\) Relabelling \(q\to-q\) in the conjugate term and summing over spin and occupations \(f_k=f(\varepsilon_k-\mu)\) gives
\[
\delta n_q=\frac{2V_q}{N}\sum_k f_k\Big[\frac{1}{\varepsilon_k-\varepsilon_{k+q}}+\frac{1}{\varepsilon_k-\varepsilon_{k-q}}\Big].
\]
Shifting \(k\to k+q\) in the second term yields \(\delta n_q=-\chi_0V_q\) with
\[
\chi_0(q,T)=\frac2N\sum_k\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k}>0. \tag{1}
\]
A degenerate pair splits by \(\pm|V_q|\) into standing waves whose occupations differ by \(2|V_q||f'|\); this supplies the limiting value \(-f'\) of the summand. For \(q\ne0\), \(\mu\) is unchanged at first order. The force on site \(j\) is \(-\langle\partial H/\partial u_j\rangle=-Ku_j-\alpha\,\delta n_j\), so \(M\ddot u_q=-(K-\alpha^2\chi_0)u_q\) and
\[
\omega_q^2=\omega_0^2\,[1-U\chi_0(q,T)]. \tag{2}
\]
The electrons lower the restoring force at every \(q\). As \(q\to0\) every summand tends to \(-f'\), so \(\chi_0\to D\), and long waves are stable only if \(UD<1\), which is assumed.

## (b) Evaluate \(\chi_0(q,0)\) for a Fermi wavevector \(\kappa\).

**Solution.** In the bracket above, \(k\to-k\) turns the second term into the first, because \(\varepsilon_k\) is even. With \(\varepsilon_{k+q}-\varepsilon_k=4t\sin(q/2)\sin(k+q/2)\),
\[
\chi_0=4\,\mathrm P\!\!\int_{-\kappa}^{\kappa}\frac{dk}{2\pi}\,\frac{1}{4t\sin(q/2)\sin(k+q/2)} .
\]
The principal value appears because the poles of the two terms of (1) cancel when both states are filled. Since \(\int dx/\sin x=\ln|\tan(x/2)|\), also across \(x=0\) as a principal value,
\[
\chi_0(q,0;\kappa)=\frac{1}{2\pi t\sin(q/2)}\ln\left|\frac{\tan[(q+2\kappa)/4]}{\tan[(q-2\kappa)/4]}\right|. \tag{3}
\]
The divergence at \(q=2\kappa\) is the Kohn anomaly: that wavevector maps filled states just inside \(-\kappa\) onto empty states just outside \(+\kappa\) at vanishing energy cost.

## (c) Find \(\chi_0\) near \(Q\) at low \(T\), the temperature \(T_P\) at which \(\omega_Q\) vanishes, and the law of softening.

**Solution.** Write \(f(\varepsilon-\mu)=\int d\varepsilon'\,[-f'(\varepsilon'-\mu)]\,\theta(\varepsilon'-\varepsilon)\). Equation (1) is linear in the occupations, so \(\chi_0(q,T)\) is the average \(\langle\cdot\rangle\), with weight \(-f'(\xi)\), of (3) over Fermi levels displaced by \(\xi\), that is \(\kappa=k_F+\xi/v\). At \(q=Q+\delta\) with small \(\delta\), the prefactor is \(1/(2\pi t\sin k_F)=D/2\), the numerator is \(\tan k_F\), and the denominator is \((\delta-2\xi/v)/4=-(\xi-v\delta/2)/(2v)\). Hence
\[
\chi_0=\frac D2\Big[\ln E_0-\langle\ln|\xi-v\delta/2|\rangle\Big],\qquad E_0=2v|\tan k_F|=\frac{4t\sin^2k_F}{|\cos k_F|}.
\]
The band fixes the cutoff \(E_0\); it is not a free parameter.

For the average, let \(G(z)=\langle\ln(\xi-z)\rangle\) with \(\operatorname{Im}z<0\). The pole expansion \(\tanh(\xi/2T)=2T\sum_n(\xi-i\omega_n)^{-1}\), \(\omega_n=(2n+1)\pi T\), gives \(-f'=-T\sum_n(\xi-i\omega_n)^{-2}\), so
\[
G'(z)=T\sum_n\int\frac{d\xi}{(\xi-z)(\xi-i\omega_n)^2}.
\]
Closing the contour above, terms with \(\omega_n<0\) vanish, and each \(\omega_n>0\) has residue \(-(i\omega_n-z)^{-2}=(\omega_n+iz)^{-2}\). Thus
\[
G'(z)=\frac{i}{2\pi T}\sum_{n\ge0}\frac{1}{(n+\frac12+\frac{iz}{2\pi T})^2}=\frac{d}{dz}\,\psi\Big(\frac12+\frac{iz}{2\pi T}\Big),
\]
where \(\psi(w)=-\gamma+\sum_{n\ge0}[(n+1)^{-1}-(n+w)^{-1}]\) is the digamma function and \(\gamma\) is Euler's constant. For \(z=-iy\) with \(y\to\infty\), \(\operatorname{Re}G\to\ln y\) while \(\psi\to\ln(y/2\pi T)\), which fixes the constant:
\[
\langle\ln|\xi-z|\rangle=\ln(2\pi T)+\operatorname{Re}\psi\Big(\frac12+\frac{iz}{2\pi T}\Big),\qquad \operatorname{Im}z\le0. \tag{4}
\]
The series gives \(\psi(\frac12)=-\gamma-2\sum_n[(2n+1)^{-1}-(2n+2)^{-1}]=-\gamma-2\ln2\), \(\psi'(\frac12)=4\sum_n(2n+1)^{-2}=\pi^2/2\) and \(\psi''(\frac12)=-16\sum_n(2n+1)^{-3}=-14\zeta(3)\). At \(z=0\), \(\langle\ln|\xi|\rangle=\ln(\pi T/2e^\gamma)\), and
\[
\chi_0(Q,T)=\frac D2\ln\frac{2e^\gamma E_0}{\pi T},\qquad \frac{2e^\gamma}{\pi}=1.1339. \tag{5}
\]
The neglected terms in the logarithm are of order \((T/t)^2\): the term linear in \(\xi\) averages to the shift of \(\mu\), which is of order \(T^2/t\) at fixed density, the quadratic term averages to \(\langle\xi^2\rangle/t^2\), and by (4) at real \(z=-\delta\mu\) the shift \(\delta\mu\) changes \(\langle\ln|\xi|\rangle\) only at second order, by \(7\zeta(3)(\delta\mu/2\pi T)^2\). At \(k_F=\pi/4\) the \(k\)-sum differs from the logarithm by \(-0.91\,(T/t)^2\) at \(T=0.02t\) and \(0.005t\).

With \(\lambda=UD/2\), setting (2) to zero gives \(1/\lambda=\ln(2e^\gamma E_0/\pi T_P)\), and inserting this back,
\[
T_P=\frac{2e^\gamma}{\pi}E_0\,e^{-1/\lambda},\qquad \omega_Q^2(T)=\lambda\,\omega_0^2\ln\frac{T}{T_P}. \tag{6}
\]
The logarithm belongs to the square of the frequency. Near \(T_P\), \(\ln(T/T_P)\approx(T-T_P)/T_P\) and \(\omega_Q\propto\sqrt{T-T_P}\). In mean field any \(\lambda>0\) gives a finite \(T_P\); the stability condition of (a) reads \(\lambda<\frac12\).

For \(\delta\ne0\), (4) with \(y=v\delta/4\pi T\) gives
\[
\frac{\omega_{Q+\delta}^2}{\lambda\omega_0^2}=\ln\frac T{T_P}+\operatorname{Re}\psi(\tfrac12+iy)-\psi(\tfrac12)\approx\ln\frac T{T_P}+7\zeta(3)\,y^2,
\]
the last term being \(-\frac12\psi''(\frac12)y^2\). The dip has width of order \(4\pi T/v\). The smooth factors of (3) add a term linear in \(\delta\). Because the prefactor \(1/\sin(q/2)\) multiplies the logarithm, the coefficient of this term contains \(-\frac12\cot k_F\,\ln(2e^\gamma E_0/\pi T)\). Against a parabola of curvature \(\propto T^{-2}\) it moves the minimum off \(Q\) by an amount of order \(T^2\ln(E_0/T)\), small compared with the width.

## (d) Drop the adiabatic assumption. What happens to the soft mode just above \(T_P\)?

**Solution.** For \(V_q\propto e^{-i\omega t}\), first-order time-dependent perturbation theory changes the two denominators in (a) to \(\varepsilon_k-\varepsilon_{k+q}+\omega\) and \(\varepsilon_k-\varepsilon_{k-q}-\omega\). The same shift of \(k\) gives the summand \((f_k-f_{k+q})/(d-\omega)\), \(d=\varepsilon_{k+q}-\varepsilon_k\). The substitution \(k\to-k-q\) reverses both \(d\) and the numerator, giving \(1/(d+\omega)\); the mean of the two forms is \(d/(d^2-\omega^2)\). Put \(\omega=i\nu\), \(\nu>0\). The difference from the static value converges near \(k=-k_F+p\), where \(\varepsilon_k-\mu=-\xi\), \(\varepsilon_{k+Q}-\mu=\xi\), \(\xi=vp\), \(d=2\xi\), \(f_k-f_{k+Q}=\tanh(\xi/2T)\), and \(\frac2N\sum_k\to\frac D2\int_{-\infty}^\infty d\xi\). The integrand is even, so
\[
\chi_0(Q,0)-\chi_0(Q,i\nu)=\frac D2\int_0^\infty\! d\xi\,\tanh\frac{\xi}{2T}\Big[\frac1\xi-\frac{\xi}{\xi^2+\nu^2/4}\Big].
\]
The bracket is the derivative of \(B=\ln\xi-\frac12\ln(\xi^2+\nu^2/4)\). Integrating by parts, the boundary terms vanish and \(\frac{d}{d\xi}\tanh(\xi/2T)=-2f'\), so the integral is \(-\langle B\rangle\). Equation (4) at \(z=-i\nu/2\) and at \(z=0\) gives \(\psi(\frac12+\nu/4\pi T)-\psi(\frac12)\). Continuing \(\nu\to-i\omega\), the phonon pole obeys
\[
\omega^2=\lambda\omega_0^2\Big[\ln\frac T{T_P}+\psi\Big(\frac12-\frac{i\omega}{4\pi T}\Big)-\psi\Big(\frac12\Big)\Big]. \tag{7}
\]
For \(|\omega|\ll2\pi T\) the digamma difference is \(-i\omega\,(\pi^2/2)/4\pi T=-i\pi\omega/8T\) to first order. The next term, \(7\zeta(3)(\omega/4\pi T)^2\), multiplies the \(\omega^2\) on the left of (7) by \(1-7\zeta(3)\lambda(\omega_0/4\pi T)^2\). It is dropped, so what follows also needs \(7\zeta(3)\lambda(\omega_0/4\pi T)^2\ll1\); this number is 0.009 in (h), and the overdamped window found below widens by about that fraction. With \(\omega_s\) the adiabatic frequency of (6),
\[
\omega^2+i\Gamma\omega=\omega_s^2,\qquad \Gamma=\frac{\pi\lambda\omega_0^2}{8T},\qquad \omega=-\frac{i\Gamma}2\pm\sqrt{\omega_s^2-\frac{\Gamma^2}4}.
\]
The damping is decay into the electron–hole pair with \(d=2\xi=\omega\), whose weight is \(f(-\omega/2)-f(\omega/2)=\tanh(\omega/4T)\approx\omega/4T\); heating evens out the two occupations, which is why \(\Gamma\) falls as \(1/T\). The mode stops oscillating when \(\omega_s<\Gamma/2\), that is for \(\ln(T/T_P)<\lambda(\pi\omega_0/16T)^2\). There the smaller root tends to \(-i\omega_s^2/\Gamma\): a relaxation rate goes to zero. Since \(\omega=0\) solves (7) exactly at \(T=T_P\), the transition temperature is unchanged at this level.

## (e) Below \(T_P\) the lattice is frozen with \(V_j=2\Delta\cos(Qj+\varphi)\). Derive the equation for \(\Delta(T)\).

**Solution.** Now \(V_Q=\Delta e^{i\varphi}\) couples the nearly degenerate states \(-k_F+p\) and \(k_F+p\):
\[
h=\begin{pmatrix}-\xi&\Delta e^{-i\varphi}\\ \Delta e^{i\varphi}&\xi\end{pmatrix},\qquad \pm E=\pm\sqrt{\xi^2+\Delta^2}.
\]
A gap \(2\Delta\) opens at the Fermi level. Band curvature shifts both diagonal entries equally, by order \(tp^2\sim\Delta^2/t\) where \(\xi\sim\Delta\), which is small against \(\Delta\). The elastic energy per site is \(\frac K2\overline{u^2}=\overline{V^2}/2U=\Delta^2/U\), since \(\overline{\cos^2}=\frac12\). Each pair contributes \(-T\ln[(1+e^{-E/T})(1+e^{E/T})]=-2T\ln[2\cosh(E/2T)]\) per spin. With a cutoff \(E_c\) still to be fixed,
\[
\Omega(\Delta)=\frac{\Delta^2}{U}-\frac D2\int_{-E_c}^{E_c}\!d\xi\;2T\ln\Big(2\cosh\frac{E}{2T}\Big).
\]
Using \(\partial E/\partial\Delta=\Delta/E\), the condition \(\partial\Omega/\partial\Delta=0\) reads \(2\Delta/U=D\Delta\int_0^{E_c}d\xi\,\tanh(E/2T)/E\). Dividing by \(D\Delta\) leaves \(1/\lambda\) on the left.

To fix \(E_c\), write the exact self-consistency \(V_Q=-U\delta n_Q\) as \(1/U=\chi_0(Q,T)-\frac D2 I\), where \(\chi_0\) is the linear response of the whole band and \(I\) collects everything nonlinear in \(\Delta\). For the resonant pairs,
\[
I=\int_0^\infty d\xi\Big[\frac{\tanh(\xi/2T)}{\xi}-\frac{\tanh(E/2T)}{E}\Big].
\]
The integrand falls as \(\Delta^2/2\xi^3\), so \(I\) comes from \(\xi\lesssim\max(\Delta,T)\), where the linearised band is accurate; states far from resonance add to \(I\) terms of order \((\Delta/t)^2\ln(E_0/\Delta)\), or of order \((\Delta/t)\ln(E_0/\Delta)\) when \(3Q\) is a multiple of \(2\pi\), as discussed in (g). Integration by parts gives \(\int_0^{E_0}d\xi\tanh(\xi/2T)/\xi=\ln E_0-\langle\ln|\xi|\rangle\) for \(E_0\gg T\), which is the logarithm of (5). Subtracting \(I\) from it gives
\[
\frac1\lambda=\int_0^{E_0}d\xi\,\frac{\tanh\big(\sqrt{\xi^2+\Delta^2}/2T\big)}{\sqrt{\xi^2+\Delta^2}}. \tag{8}
\]
This is the BCS gap equation, with the same \(E_0\) as in \(T_P\). The cutoff is a band energy, not a phonon frequency, because a static distortion scatters all electrons. At \(\Delta\to0\), (8) is the condition \(\omega_Q=0\). The phase \(\varphi\) has dropped out: at this order the charge-density wave slides at no cost.

## (f) Solve (8) at \(T=0\) and near \(T_P\), and find \(2\Delta_0/T_P\), the energy gained and the amplitude-mode frequency at \(T=0\).

Parts (a)–(e) have established the phonon softening, the transition temperature \(T_P\), the damping of the soft mode and the gap equation (8). It remains to solve (8) as part (f) asks, to examine half filling and the limits of the result, and to evaluate a model chain.

Numbers in the example were calculated in double precision.
